# Berry curvature under time reversal, inversion and point operations, derived twice, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the projector onto the band

Suppose that the Berry curvature of a band is computed in one wedge of the Brillouin zone and copied unchanged to the other wedges, as may be done with the band energy. The sum over the zone will then in general not vanish, even for a nonmagnetic crystal. Since the cross product of this sum with an applied electric field sets a current transverse to that field, the calculation predicts a Hall current with neither magnetism nor a magnetic field. The error lies in the copying: the curvature in general changes sign or direction from wedge to wedge, by a rule which depends on the symmetry operation.

### Definitions

The electrons are treated as independent particles in a periodic mean field with Hamiltonian $H$. A Bloch state is $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_n(\mathbf k)$, where $u_n$ has the period of the lattice and is normalized over one cell. It is an eigenstate of

$$H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r},\qquad H(\mathbf k)u_n=E_nu_n .$$

Bands are numbered by increasing energy. For a band that is nondegenerate near $\mathbf k$, the Berry connection and curvature are

$$\mathbf A=i\langle u|\nabla u\rangle,\qquad \boldsymbol\Omega=\nabla\times\mathbf A,$$

with derivatives taken with respect to $\mathbf k$. Cartesian indices that occur twice are summed. It is convenient to write the curvature also as an antisymmetric tensor,

$$\Omega_{ab}=\partial_aA_b-\partial_bA_a=i\big(\langle\partial_au|\partial_bu\rangle-\langle\partial_bu|\partial_au\rangle\big),$$

where the terms with second derivatives of $u$ have cancelled. The two forms are connected by $\Omega_c=\tfrac12\varepsilon_{cab}\Omega_{ab}$ and $\Omega_{ab}=\varepsilon_{abc}\Omega_c$.

The phase of $u$ is free at every $\mathbf k$. Replacing $u$ by $e^{i\chi(\mathbf k)}u$ changes $\mathbf A$ to $\mathbf A-\nabla\chi$, and the curl removes the gradient. The curvature can therefore be written in terms of an object in which the phase never appears.

### The curvature from the projector

That object is the projector onto the band. To include degenerate bands, take a group of $g$ bands separated by a gap from all others, with orthonormal, smooth states $u_1,\dots,u_g$, and define

$$\mathcal P=\sum_{m=1}^{g}|u_m\rangle\langle u_m|,\qquad \mathcal Q=1-\mathcal P .$$

A single band is the case $g=1$. Differentiating $\mathcal P$ and applying it to a member of the group gives

$$(\partial_b\mathcal P)|u_m\rangle=|\partial_bu_m\rangle+\sum_n|u_n\rangle\langle\partial_bu_n|u_m\rangle .$$

Orthonormality, $\langle u_n|u_m\rangle=\delta_{nm}$, has zero derivative, so $\langle\partial_bu_n|u_m\rangle=-\langle u_n|\partial_bu_m\rangle$. Hence

$$(\partial_b\mathcal P)|u_m\rangle=|\partial_bu_m\rangle-\sum_n|u_n\rangle\langle u_n|\partial_bu_m\rangle=\mathcal Q|\partial_bu_m\rangle .$$

The projector and its derivatives are Hermitian, so the adjoint relation is $\langle u_m|\partial_a\mathcal P=\langle\partial_au_m|\mathcal Q$. With $\mathcal Q^2=\mathcal Q$,

$$\mathrm{Tr}\,\mathcal P(\partial_a\mathcal P)(\partial_b\mathcal P)=\sum_m\langle\partial_au_m|\mathcal Q|\partial_bu_m\rangle .$$

Now subtract the same expression with $a$ and $b$ exchanged. The part of $\mathcal Q$ equal to $-\mathcal P$ contributes

$$-\sum_{mn}\langle\partial_au_m|u_n\rangle\langle u_n|\partial_bu_m\rangle=\sum_{mn}\langle u_m|\partial_au_n\rangle\langle u_n|\partial_bu_m\rangle .$$

Exchanging the summation labels $m$ and $n$ shows that this is symmetric in $a$ and $b$, so it drops out of the difference. What remains is

$$i\,\mathrm{Tr}\,\mathcal P[\partial_a\mathcal P,\partial_b\mathcal P]=i\sum_m\big(\langle\partial_au_m|\partial_bu_m\rangle-\langle\partial_bu_m|\partial_au_m\rangle\big).$$

For one band the right side is $\Omega_{ab}$. For a group it is the trace of the curvature matrix

$$F^{mn}_{ab}=i\big(\langle\partial_au_m|\mathcal Q|\partial_bu_n\rangle-\langle\partial_bu_m|\mathcal Q|\partial_au_n\rangle\big).$$

From here on, $\Omega_{ab}$ denotes

$$\Omega_{ab}=i\,\mathrm{Tr}\,\mathcal P[\partial_a\mathcal P,\partial_b\mathcal P]\tag{1}$$

for a band or a group. It is real. For Hermitian $B$ and $C$, the complex conjugate of $\mathrm{Tr}\,\mathcal PBC$ is $\mathrm{Tr}\,CB\mathcal P=\mathrm{Tr}\,\mathcal PCB$, so the trace of $\mathcal P[B,C]$ changes sign on conjugation. It is purely imaginary, and the factor $i$ makes it real. This property will produce the sign under time reversal.

### How symmetries act on the projector

A space-group operation $\{R|\mathbf t\}$ moves the point $\mathbf r$ to $R\mathbf r+\mathbf t$, where $R$ is an orthogonal matrix. On wave functions it acts as

$$(\hat g\psi)(\mathbf r)=D\,\psi\big(R^{-1}(\mathbf r-\mathbf t)\big),$$

where $D$ is a constant unitary matrix in spin space, equal to one for spinless electrons. Apply this to a Bloch state. Because $R$ is orthogonal, $\mathbf k\cdot R^{-1}\mathbf x=(R\mathbf k)\cdot\mathbf x$, and

$$\hat g\big(e^{i\mathbf k\cdot\mathbf r}u\big)=e^{iR\mathbf k\cdot(\mathbf r-\mathbf t)}\,\hat gu=e^{iR\mathbf k\cdot\mathbf r}\,\big(e^{-iR\mathbf k\cdot\mathbf t}\,\hat gu\big).$$

The function in the last bracket has the lattice period, since $R$ maps the lattice onto itself. If $\hat g$ commutes with $H$, the new state has the old energy. The spectra at $\mathbf k$ and $R\mathbf k$ therefore agree, and a band with a given number at $\mathbf k$ is carried to the band with the same number at $R\mathbf k$. The translation $\mathbf t$ enters through a phase alone, which a projector does not contain:

$$\mathcal P(R\mathbf k)=\hat g\,\mathcal P(\mathbf k)\,\hat g^{-1}.$$

The operator $\hat g$ in this relation does not depend on $\mathbf k$, which is essential in what follows, because derivatives with respect to $\mathbf k$ then pass through it.

Time reversal is an antiunitary operator $\Theta$. It is complex conjugation $K$ for spinless electrons and $i\sigma_yK$ for spin-1/2 electrons. Antiunitary means that $\Theta(c\phi)=c^*\Theta\phi$ and $\langle\Theta\phi|\Theta\chi\rangle=\langle\phi|\chi\rangle^*$. The conjugation reverses the Bloch phase,

$$\Theta\big(e^{i\mathbf k\cdot\mathbf r}u\big)=e^{-i\mathbf k\cdot\mathbf r}\,\Theta u ,$$

so that in a crystal with time-reversal symmetry $\mathcal P(-\mathbf k)=\Theta\mathcal P(\mathbf k)\Theta^{-1}$.

Both cases, and all products of the two, have one form. Let $\mathcal G$ be a symmetry that takes $\mathbf k$ to $S\mathbf k$, with $\eta=+1$ if $\mathcal G$ is unitary and $\eta=-1$ if it is antiunitary. Then

$$\mathcal P(S\mathbf k)=\mathcal G\,\mathcal P(\mathbf k)\,\mathcal G^{-1}.\tag{2}$$

A spatial operation has $S=R$ and $\eta=+1$. Time reversal has $S=-1$ and $\eta=-1$. Time reversal combined with $\{R|\mathbf t\}$ has $S=-R$ and $\eta=-1$, and it may be a symmetry even when neither factor is one.

### The transformation law

Differentiate (2) with respect to $k_c$. On the left the chain rule gives a factor $S_{ac}$. On the right the derivative passes through $\mathcal G$, also when $\mathcal G$ is antiunitary, because the increments of $\mathbf k$ are real numbers:

$$S_{ac}\,(\partial_a\mathcal P)(S\mathbf k)=\mathcal G\,(\partial_c\mathcal P)(\mathbf k)\,\mathcal G^{-1}.$$

Multiply by $S_{bc}$, sum over $c$, and use $S_{ac}S_{bc}=\delta_{ab}$:

$$(\partial_b\mathcal P)(S\mathbf k)=S_{bc}\,\mathcal G\,(\partial_c\mathcal P)(\mathbf k)\,\mathcal G^{-1}.$$

Insert this into (1) at the point $S\mathbf k$. The inner factors $\mathcal G^{-1}\mathcal G$ cancel, leaving

$$\Omega_{ab}(S\mathbf k)=S_{ac}S_{bd}\;i\,\mathrm{Tr}\,\mathcal G X_{cd}\,\mathcal G^{-1},\qquad X_{cd}=\mathcal P[\partial_c\mathcal P,\partial_d\mathcal P]_{\mathbf k}.$$

If $\mathcal G$ is unitary, the trace is $\mathrm{Tr}\,X_{cd}$. If it is antiunitary, evaluate the trace in the orthonormal basis $\mathcal G\phi_j$, where the $\phi_j$ are any orthonormal basis:

$$\mathrm{Tr}\,\mathcal GX\mathcal G^{-1}=\sum_j\langle\mathcal G\phi_j|\mathcal GX\phi_j\rangle=\sum_j\langle\phi_j|X\phi_j\rangle^*=(\mathrm{Tr}\,X)^* .$$

Since $\mathrm{Tr}\,X_{cd}$ is imaginary, its conjugate is its negative. The two cases together read

$$\Omega_{ab}(S\mathbf k)=\eta\,S_{ac}S_{bd}\,\Omega_{cd}(\mathbf k).$$

To return to the vector, use the definition of the determinant in the form $\varepsilon_{eab}S_{eh}S_{ac}S_{bd}=\det(S)\,\varepsilon_{hcd}$. Multiplication by $S_{fh}$ and summation over $h$ give

$$\varepsilon_{fab}S_{ac}S_{bd}=\det(S)\,S_{fh}\,\varepsilon_{hcd}.\tag{3}$$

Therefore

$$\Omega_f(S\mathbf k)=\tfrac12\varepsilon_{fab}\,\eta\,S_{ac}S_{bd}\Omega_{cd}(\mathbf k)=\eta\det(S)\,S_{fh}\,\tfrac12\varepsilon_{hcd}\Omega_{cd}(\mathbf k),$$

and the last factor is $\Omega_h(\mathbf k)$. The general law is

$$\boldsymbol\Omega(S\mathbf k)=\eta\,\det(S)\,S\,\boldsymbol\Omega(\mathbf k).\tag{4}$$

### The separate cases

For a point operation, $\boldsymbol\Omega(R\mathbf k)=\det(R)R\,\boldsymbol\Omega(\mathbf k)$. Under a proper rotation the curvature turns like any vector. Under a reflection or rotoinversion it acquires an additional minus sign, which is what defines a pseudovector.

For inversion, $S=-1$ and $\det(S)=-1$, so $\det(S)S=+1$ and $\boldsymbol\Omega(-\mathbf k)=\boldsymbol\Omega(\mathbf k)$.

For time reversal $S$ is the same, but $\eta=-1$, so $\boldsymbol\Omega(-\mathbf k)=-\boldsymbol\Omega(\mathbf k)$. The minus signs from the two derivatives cancel. The sign that survives comes from complex conjugation, and the value of $\Theta^2$ has not been used.

For the product PT, $S=1$ and $\eta=-1$. The law compares the curvature with itself, $\boldsymbol\Omega(\mathbf k)=-\boldsymbol\Omega(\mathbf k)$, and it must vanish. PT alone is needed: P and T may each be broken.

For time reversal combined with $R$, $S=-R$. In three dimensions $\det(-R)(-R)=\det(R)R$, so $\boldsymbol\Omega(-R\mathbf k)=-\det(R)R\,\boldsymbol\Omega(\mathbf k)$.

These relations constrain one crystal only if the operation is a symmetry of it. If it is not, $\mathcal GH\mathcal G^{-1}$ is the Hamiltonian of a different crystal, and (4) gives the curvature of that crystal at $S\mathbf k$ from the curvature of the first at $\mathbf k$.

Points left in place by an operation are restricted further. A mirror plane with unit normal $\mathbf n$ has $\det(R)=-1$ and $R\mathbf v=\mathbf v-2\mathbf n(\mathbf n\cdot\mathbf v)$. For $\mathbf k$ on the plane through the origin, $R\mathbf k=\mathbf k$ and

$$\boldsymbol\Omega=-\boldsymbol\Omega+2\mathbf n(\mathbf n\cdot\boldsymbol\Omega),\qquad\text{so}\qquad \boldsymbol\Omega=\mathbf n(\mathbf n\cdot\boldsymbol\Omega).$$

The curvature is normal to the plane. Where two different mirror planes meet, it would have to lie along two different normals, and so it vanishes for a nondegenerate band.

The sum $\mathbf C=\sum_{\mathbf k}f(E)\boldsymbol\Omega(\mathbf k)$, with any occupation $f$ that depends on energy alone, runs over a zone that each symmetry maps onto itself. Equation (4) gives $\mathbf C=\eta\det(S)S\,\mathbf C$. Under time reversal $\mathbf C=-\mathbf C=0$, which is the cancellation lost by careless copying.

### PT symmetry and degenerate bands

For spin-1/2 electrons a crystal with PT symmetry has no nondegenerate bands. Let $J$ be the antiunitary operator of PT. Inversion about a centre squares to one, leaves spin unchanged and commutes with $\Theta$, while $\Theta^2=-1$; hence $J^2=-1$. Put $\phi=u$ and $\chi=Ju$ into $\langle J\phi|J\chi\rangle=\langle\phi|\chi\rangle^*$:

$$-\langle Ju|u\rangle=\langle u|Ju\rangle^*=\langle Ju|u\rangle .$$

So $Ju$ is orthogonal to $u$. It belongs to the same $\mathbf k$ and the same energy, and every band is at least doubly degenerate. The law then applies to the projector onto the pair: the trace of each component of the curvature matrix $F$ vanishes. Since each component is a Hermitian $2\times2$ matrix, its eigenvalues are equal and opposite, and nothing requires them to be zero. For spinless electrons $J^2=+1$, nondegenerate bands are possible, and their curvature is zero.

The projector onto the band has given the transformation law (4) for the curvature of a single band and for the trace over a separated group of bands. It remains to derive the law again from a sum over bands, to check it in a model crystal, and to compare what the two derivations assume.
